Tersoff three-body forces and the limit of vanishing coordination, part 1

(Sections cited here and not found follow in the second part.)

Forces on the three atoms of a Tersoff triplet, and the limit of vanishing coordination

Result

Energies are in eV and lengths in Å. For the Tersoff energy defined below, the ordered bond i→j with a third atom k near i exerts the three-body forces

F_j = −P_ij f_C(r_ik) w [ g′ (v̂ − cosθ û)/r_ij + g μ û ]

F_k = −P_ij w [ f_C′(r_ik) g v̂ + f_C(r_ik) g′ (û − cosθ v̂)/r_ik − f_C(r_ik) g μ v̂ ]

F_i = −F_j − F_k

P_ij = ½ f_C(r_ij) f_A(r_ij) b′(ζ_ij),  b′(ζ) = −½ β^n ζ^(n−1) [1 + (βζ)^n]^(−1−1/2n)

in addition to a central pair force computed with b_ij held fixed. For n < 1 the factor b′ diverges as ζ → 0, but the force need not. When the last neighbour k leaves through the cutoff radius S, at distance x = S − r_ik from it, the force on k from this bond behaves as K x^(2n−1) for small x, with a positive constant K. For n > ½ the force is therefore continuous, and all that a correct force needs is an exact rule for ζ = 0 (set b = 1 and omit the three-body force) together with a form of the cutoff function that does not lose its digits. For n = ½ the force jumps and for n < ½ it diverges; for ½ < n < 1 it is the second derivative of the energy that diverges. A true regularisation is needed for n ≤ ½, and for ½ < n < 1 only when a bounded second derivative is wanted; it must be made in the energy, for instance by replacing (βζ)^n with β^n[(ζ+ε)^n − ε^n], which for n ≤ 1 changes b by at most (βε)^n/2n. Clamping ζ in b′ alone gives a force that is not conservative.

The model

The energy is a sum over ordered pairs, so that each bond appears twice:

E = Σ_{i≠j} V_ij,  V_ij = ½ f_C(r_ij) [ f_R(r_ij) + b_ij f_A(r_ij) ]

f_R(r) = A exp(−λ1 r),  f_A(r) = −B exp(−λ2 r)

with A and B positive, so that f_A is negative. The bond order is

b_ij = b(ζ_ij),  b(ζ) = [1 + (βζ)^n]^(−1/2n),  β > 0, n > 0

where the exponent −1/2n means −1/(2n). The coordination function is

ζ_ij = Σ_{k≠i,j} f_C(r_ik) g(cosθ_ijk) w_ijk

g(cosθ) = 1 + c²/d² − c²/[d² + (h − cosθ)²]

w_ijk = exp[(λ3 Δ)^m],  Δ = r_ij − r_ik,  m = 3

Here θ_ijk is the angle at atom i between the directions to j and to k. The unit vectors û = (r_j − r_i)/r_ij and v̂ = (r_k − r_i)/r_ik point away from i, and cosθ = û·v̂. The cutoff function is 1 for r ≤ R, 0 for r ≥ S, and

f_C(r) = ½ + ½ cos[π(r − R)/D],  D = S − R,  for R < r < S.

The form ½ − ½ sin[π(r − R0)/2D0] is the same function with R0 = (R + S)/2 and D0 = D/2, because cos(α + π/2) = −sin α. One element is assumed, so that all parameters are the same for all atoms, and no two atoms coincide. A prime on f_C, f_R, f_A means d/dr, on b it means d/dζ, and on g it means d/d(cosθ).

(a) Show that b_ij and b_ji differ in general, write E as a sum over unordered bonds, and split the force from V_ij into a pair part and a part through ζ_ij.

Solution. The sum ζ_ij runs over the neighbours of i and measures angles at i, while ζ_ji runs over the neighbours of j and measures angles at j. These are different sets of atoms and different angles. An atom k with r_ik < S and r_jk > S contributes to ζ_ij and not to ζ_ji. In a three-atom chain j–i–k of this kind ζ_ij > 0 and ζ_ji = 0, so b_ij < 1 and b_ji = 1.

The functions f_C, f_R, f_A depend only on r_ij = r_ji. Adding the two ordered terms of one bond gives

V_ij + V_ji = f_C [ ½ f_R + ½ f_R + ½ b_ij f_A + ½ b_ji f_A ] = f_C [ f_R + ½(b_ij + b_ji) f_A ]

E = Σ_{i<j} f_C(r_ij) [ f_R(r_ij) + ½(b_ij + b_ji) f_A(r_ij) ].

The mean bond order is symmetric, but its gradient is the sum of two unrelated pieces, and both have to be computed. It is simplest to differentiate one ordered term V_ij and then loop over all ordered pairs.

V_ij depends on the positions through r_ij and through ζ_ij. For any atom l the chain rule gives

−∇_l V_ij = −(∂V_ij/∂r_ij at fixed b) ∇_l r_ij − (∂V_ij/∂b) b′(ζ_ij) ∇_l ζ_ij.

The gradient of a distance follows from r_ij² = (r_j − r_i)·(r_j − r_i): differentiating with respect to r_j gives 2 r_ij ∇_j r_ij = 2(r_j − r_i), so ∇_j r_ij = û, and in the same way ∇_i r_ij = −û. The product rule gives the radial derivative at fixed b, and the pair part is

F_j(pair) = −½ [ f_C′ (f_R + b_ij f_A) + f_C (f_R′ + b_ij f_A′) ] û,  F_i(pair) = −F_j(pair)

with f_R′ = −λ1 f_R and f_A′ = −λ2 f_A. In the second part ∂V_ij/∂b = ½ f_C f_A, so it reads

F_l(three-body) = −P_ij ∇_l ζ_ij,  P_ij = ½ f_C(r_ij) f_A(r_ij) b′(ζ_ij).

Since ζ_ij is a sum over k, so is its gradient, and each k gives one triplet (i, j; k) that acts on three atoms. The prefactor P_ij depends on the whole sum ζ_ij, so the triplet force is not a function of three positions alone. In practice the neighbours of i are visited twice: once to accumulate ζ_ij and once, with P_ij known, to distribute the forces. A given atom receives force in three roles: as centre i, as partner j, and as third atom k of a bond to which it does not belong. All three contributions must be accumulated.

(b) Find b′, g′ and the logarithmic derivative of w. Show that g ≥ 1 and fix the sign of P_ij.

Solution. Write t = (βζ)^n, so that b = (1 + t)^(−1/2n). Then

db/dt = −(1/2n) (1 + t)^(−1−1/2n),  dt/dζ = n β^n ζ^(n−1)

and in the product the factor n cancels:

b′ = −½ β^n ζ^(n−1) (1 + t)^(−1−1/2n).

Because β^n ζ^(n−1) = t/ζ and (1 + t)^(−1/2n) = b, an equivalent form is

ζ b′ = −½ b t/(1 + t).

For large ζ, t/(1 + t) → 1 and b → (βζ)^(−1/2), so b′ → −b/2ζ, which is the derivative of (βζ)^(−1/2), as it must be. For small ζ, b′ → −½ β^n ζ^(n−1), which tends to 0 for n > 1, to −β/2 for n = 1, and to −∞ for n < 1. The b′ is negative for every ζ > 0 and f_A is negative, so P_ij ≥ 0. The three-body force −P_ij ∇ζ_ij always points toward lower ζ_ij: the atoms move so as to relieve the weakening of the bond i→j.

For g put s = h − cosθ. Bringing the two terms in c² over a common denominator,

c²/d² − c²/(d² + s²) = c² (d² + s² − d²)/[d²(d² + s²)]

g = 1 + c² s²/[d²(d² + s²)].

The second term is never negative, so g ≥ 1, with equality at cosθ = h. This form also avoids subtracting two large numbers when c ≫ d. For the derivative use the original form. The derivative of −c²/(d² + s²) with respect to s is 2c² s/(d² + s²)², and ds/d(cosθ) = −1, so

g′ = −2 c² s/(d² + s²)² = −2 c² (h − cosθ)/[d² + (h − cosθ)²]².

For cosθ > h, an angle narrower than the preferred one, s is negative and g′ is positive. Dropping the sign from ds/d(cosθ) reverses every angular force.

For w, ln w = λ3^m Δ^m, so

μ = d ln w/dΔ = m λ3^m Δ^(m−1).

With m = 3 and λ3 ≥ 0, μ = 3 λ3³ Δ² is never negative, whichever bond is longer. Since Δ = r_ij − r_ik,

∂w/∂r_ij = +w μ,  ∂w/∂r_ik = −w μ.

(c) Derive the gradients of one triplet term with respect to r_j, r_k and r_i, and show that the three forces have zero sum and zero torque.

Solution. Let z = f_C(r_ik) g(cosθ) w be the contribution of k to ζ_ij. It is a function of three scalars, r_ij, r_ik and cosθ, with partial derivatives

∂z/∂r_ij = f_C g w μ

∂z/∂r_ik = f_C′ g w − f_C g w μ

∂z/∂cosθ = f_C g′ w

where f_C and f_C′ are taken at r_ik. The gradients of the distances are ∇_j r_ij = û, ∇_k r_ij = 0, ∇_k r_ik = v̂, ∇_j r_ik = 0.

For the angle write cosθ = (a·v̂)/r_ij with a = r_j − r_i; the vector v̂ does not depend on r_j. The gradient of the numerator is v̂, and the gradient of 1/r_ij is −û/r_ij². Then

∇_j cosθ = v̂/r_ij − (a·v̂) û/r_ij² = (v̂ − cosθ û)/r_ij

because a·v̂ = r_ij cosθ. Exchanging the roles of j and k,

∇_k cosθ = (û − cosθ v̂)/r_ik.

The first vector is perpendicular to û, since û·v̂ − cosθ = 0: moving j along its bond does not change the angle. Its length squared is (1 − 2cos²θ + cos²θ)/r_ij² = sin²θ/r_ij². It vanishes smoothly for a straight triplet. Working with cosθ as the variable avoids the factor 1/sinθ that appears in ∇θ and that would have to cancel against dg/dθ at θ = π.

Combining the partial derivatives with these gradients,

∇_j z = f_C w [ g′ (v̂ − cosθ û)/r_ij + g μ û ]

∇_k z = w [ f_C′ g v̂ + f_C g′ (û − cosθ v̂)/r_ik − f_C g μ v̂ ].

For atom i, z depends on the positions only through the differences a = r_j − r_i and a′ = r_k − r_i. Hence ∇_j z = ∂z/∂a, ∇_k z = ∂z/∂a′, and ∇_i z = −∂z/∂a − ∂z/∂a′:

∇_i z = −∇_j z − ∇_k z.

Multiplying by −P_ij gives the three forces stated at the start, and their sum is zero triplet by triplet.

For the torque take the origin at i, so that F_i does not contribute. The parts of F_j along û and of F_k along v̂ are parallel to their lever arms and drop out. The angular parts share the coefficient −P_ij f_C w g′ and give

r_ij û × (v̂ − cosθ û)/r_ij + r_ik v̂ × (û − cosθ v̂)/r_ik = û × v̂ + v̂ × û = 0.

The transverse forces on j and k are thus not equal and opposite; their magnitudes are in the ratio r_ik to r_ij, so that their torques cancel, and atom i takes up the remainder. The force on j is therefore not simply the reaction to the force on k. Since z can also be written as a function of the three distances r_ij, r_ik and r_jk, the triplet forces can be split into three central pairs, each equal and opposite, but the pair along jk is only one part of the force on j or k.

Each term has a plain meaning. The angular terms drive cosθ toward h. The term in f_C′ (negative in the cutoff zone) gives F_k a component +P_ij w g |f_C′| v̂, which pushes k out of the neighbourhood of i. The two terms in μ pull j toward i and push k away from i, since both moves lower Δ and with it w. The distance r_jk enters only through cosθ, and f_C(r_jk) does not enter at all: k acts on j through ζ_ij even when k and j are beyond each other's cutoff.

(d) Find where ζ_ij vanishes, state the exact rule there, and bound the three-body force for small ζ.

Solution. Every term of ζ_ij is a product of f_C ≥ 0, g ≥ 1 and w > 0. So ζ_ij = 0 if and only if f_C(r_ik) = 0 for all k, that is, if i has no neighbour other than j inside S. The angular function cannot make ζ vanish. This holds for a dimer and for the end atom of a chain whose atoms other than j all lie at S or farther from it.

If all k lie strictly beyond S, then ζ_ij is identically zero in a neighbourhood of the configuration. There b_ij = 1 is constant, V_ij is a pure pair term, and its three-body force is exactly zero for every n. The formula −P_ij ∇ζ_ij reads ∞ × 0 at such a point when n < 1, but the chain rule simply does not apply, since b has no derivative at ζ = 0; the composite function is constant and its gradient is zero. The rule

if ζ_ij = 0: b_ij = 1, no three-body force

is therefore not an approximation. It is called the guard below.

What remains is the approach to r_ik = S from inside. With x = S − r the argument of the cosine is π(r − R)/D = π − πx/D, and cos(π − α) = −cos α, so

f_C = ½ − ½ cos(πx/D) = sin² y,  y = πx/2D.

Since dy/dr = −π/2D,

f_C′ = 2 sin y cos y × (−π/2D) = −(π/D) sin y cos y.

With sin y = √f_C and 0 ≤ cos y ≤ 1 this gives

|f_C′| ≤ (π/D) √f_C

which also holds trivially outside the cutoff zone, where f_C′ = 0. Now write ζ = Σ_k f_k G_k with f_k = f_C(r_ik) and G_k = g w. For atoms within S of i and not closer than some fixed distance, G_k lies between positive constants G_min and G_max, and its gradient is bounded by a constant G1. Each term of the gradient obeys

|∇(f_k G_k)| ≤ C0 |f_k′| G_max + f_k G1 ≤ [C0 (π/D) G_max + G1] √f_k

where C0 bounds |∇r_ik| and f_k ≤ √f_k was used, valid because f_k ≤ 1. For N_k neighbours the Cauchy–Schwarz inequality gives Σ √f_k ≤ √(N_k Σ f_k), and Σ f_k ≤ ζ/G_min. Hence

|∇ζ| ≤ C √ζ

for a constant C. Since (1 + t)^(−1−1/2n) ≤ 1, also |b′| ≤ ½ β^n ζ^(n−1), and

|F(three-body)| ≤ ¼ f_C |f_A| β^n C ζ^(n−½).

For n > ½ the force tends to zero as ζ → 0 along any path and with any number of neighbours leaving together, so it joins continuously onto the zero prescribed by the guard. The divergence of b′ alone proves nothing; what counts is the product.

(e) For one neighbour k leaving radially at fixed r_ij and θ, find the leading behaviour of the force and of the stiffness, and classify the cases by n.

Solution. For small x, sin² y = y²[1 + O(y²)], so

f_C ≈ a x²,  a = (π/2D)²

ζ ≈ a G x²,  G = g w at r_ik = S

with a relative correction of order x from the variation of w. Then t ≈ (β a G)^n x^(2n), and to first order in t, b ≈ 1 − t/2n. Write P0 = ½ f_C(r_ij) f_A(r_ij), a negative number fixed by r_ij. The part of V_ij that depends on k is P0 (b − 1):

V_ij(x) − V_ij(0) ≈ −P0 t/2n = |P0| (β a G)^n x^(2n)/2n = K x^(2n)/2n

K = ½ f_C(r_ij) |f_A(r_ij)| (β a G)^n.

The outward radial force on k is F = −∂V/∂r_ik = +∂V/∂x, since dx = −dr_ik. Therefore

F ≈ K x^(2n−1)

and the stiffness, the second derivative with respect to r_ik or equally x, is

V″ ≈ (2n − 1) K x^(2n−2).

The relative corrections are of order x and x^(2n). The same result follows from the force formula: P_ij ∝ ζ^(n−1) ∝ x^(2n−2) multiplies f_C′ ≈ −2a x. All other terms of ∇_j z and ∇_k z carry f_C ∝ x² and give forces of order x^(2n), which vanish for every n > 0. The singular part is a central repulsion between k and i, with F_i ≈ −F v̂.

The energy is continuous at S for all n > 0, and the work done by F over the cutoff zone is finite. For the derivatives:

n > 1: F and this contribution to V″ both vanish at S.

n = 1: F → 0 and V″ → K, a finite step like the one f_C″ itself has, from 2a inside to 0 outside.

½ < n < 1: F → 0 continuously, V″ → +∞.

n = ½: F → K inside and F = 0 outside, a jump; the energy has a kink.

n < ½: F → ∞, an integrable divergence; the energy has a cusp.

At r_ik = S exactly, the guard returns the true derivative for n > ½, since V(x) − V(0) ∝ x^(2n) vanishes faster than x. For n ≤ ½ no derivative exists there.

Two conditions limit this analysis. The exponent belongs to the cutoff function: if f_C ∝ x^p, the same steps give V ∝ x^(pn) and F ∝ x^(pn−1), so the force is continuous for pn > 1 and the stiffness bounded for pn ≥ 2, and a smoother cutoff is one way to cure the model. And the singularity concerns only the last neighbours of i. If another atom keeps ζ_ij above some positive value, b′ stays finite and the force on the departing atom is simply proportional to f_C′ ∝ x. In an intact sheet or crystal the limit is never reached; it arises at chain ends, in small fragments and in dissociation.

(f) Show how the formulas fail in double precision even for ½ < n < 1, and how to avoid it.

Solution. There are two failures. The first is the empty sum. A neighbour list usually holds atoms somewhat beyond S. If such a k is listed and i has no neighbour other than j inside S, a code that does not skip k finds ζ = 0, evaluates 0^(n−1) as infinity because n < 1, multiplies by ∇ζ = 0, and obtains a not-a-number that spreads to every later step. The guard removes this.

The second is cancellation in the cosine form. Near S the cosine is −1 + (πx/D)²/2. Double-precision numbers just above −1 are spaced by roughly 10⁻¹⁶, so when (πx/D)²/2 falls below about half of that spacing the cosine rounds to −1 and f_C to exactly 0, while f_C′ = −(π/2D) sin(πx/D) is still represented well. For D = 0.3 Å and x = 10⁻¹⁰ Å the numerical check below finds f_C = 0.0 together with f_C′ = −5.483×10⁻⁹ Å⁻¹, and the product ζ^(n−1) f_C′ comes out as −∞. With the guard added the force would be set to zero, which is finite but wrong. At somewhat larger x the cosine form gives f_C with a relative error of up to about 3×10⁻¹⁷/(a x²). The form sin² y has no subtraction of nearly equal numbers other than x = S − r itself, and it keeps f_C and f_C′ consistent: near S both vanish together or neither does. At x = 10⁻¹⁰ Å it gives F = 0.0005293 eV/Å for the parameters of part (i), the same four digits as a 60-digit evaluation. This window is so narrow that a trajectory seldom lands in it, whereas the first failure occurs whenever a code that does not skip such atoms meets a dimer or chain end with a listed atom beyond S.

The triplet forces have been derived, and their behaviour as the last neighbour leaves has been classified by n, with an exact rule at ζ = 0 and a cutoff form that keeps its digits. What remains is to construct a regularisation in the energy, to show why clamping b′ alone is not conservative, and to work through numerical examples.
